# Exact, Wigner and Instanton Rates for the Symmetric Eckart Barrier: verification in Python

```python
"""Thermal rates through the symmetric Eckart barrier V0*sech(x/a)^2.

Result under test: with B = pi*a*sqrt(2*m*V0)/hbar, theta = T/Tc,
v = V0/(kB*T) = B/theta and D = sqrt(B^2 - pi^2/4), the quantum
correction kappa = k/k_classical has the forms
  exact      v * integral of P(e)*exp(v*(1-e)) de,  e = E/V0,
             P = sinh(B*sqrt(e))^2/(sinh(B*sqrt(e))^2 + cosh(D)^2)
  Wigner     1 + pi^2/(6*theta^2)
  instanton  sqrt(4*pi*B*theta)*exp(B*(1-theta)^2/theta), theta < 1
and a uniform formula joins the regimes around theta = 1.
At T = Tc the exact factor is
  sqrt(pi*B) - 1 + (pi^2/4)*sqrt(pi/B) + O(1/B).
Rates k are flux coefficients for a free reactant, in m/s.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson, solve_ivp
from scipy.optimize import minimize_scalar
from scipy.special import erf, erfcx

pi = np.pi


def shifted_d(B):
    return np.sqrt(B**2 - pi**2 / 4)


def log_transmission(y, B):
    """Logarithm of P at y = sqrt(E/V0), safe for large B."""
    D = shifted_d(B)
    log_sinh = B * y + np.log(-np.expm1(-2 * B * y)) - np.log(2)
    log_cosh = D + np.log1p(np.exp(-2 * D)) - np.log(2)
    return -np.logaddexp(0.0, 2 * (log_cosh - log_sinh))


def kappa_exact(theta, B):
    v = B / theta
    y = np.linspace(1e-12, np.sqrt(1 + 40 / v), 200001)
    f = 2 * v * y * np.exp(log_transmission(y, B) + v * (1 - y**2))
    return simpson(f, x=y)


def kappa_wigner(theta):
    return 1 + pi**2 / (6 * theta**2)


def kappa_parabolic(theta):
    return (pi / theta) / np.sin(pi / theta)


def kappa_instanton(theta, B):
    return np.sqrt(4 * pi * B * theta) * np.exp(
        B * (1 - theta)**2 / theta)


def kappa_uniform(theta, B):
    r = 1 / theta
    z = (1 - theta) * np.sqrt(B / theta)
    if abs(r - 1) < 1e-6:
        corner = -1.0
    else:
        corner = pi * r / np.sin(pi * r) - 1 / (1 - r)
    return np.sqrt(pi * B * theta) * erfcx(-z) + corner


def deep_factor(theta, B):
    """Predicted exact/instanton ratio far below crossover."""
    return np.exp(2 * (B - shifted_d(B))) * erf(np.sqrt(B * theta))


# ---- physical model: hydrogen-atom mass, round barrier parameters
mass = const.m_p + const.m_e
V0_eV = 0.4
V0 = V0_eV * const.e
a = 0.5e-10
hbar, kB = const.hbar, const.k
omega_b = np.sqrt(2 * V0 / mass) / a
Tc = hbar * omega_b / (2 * pi * kB)
B0 = pi * a * np.sqrt(2 * mass * V0) / hbar
assert abs(B0 * kB * Tc / V0 - 1) < 1e-12


# ---- transmission probability from the Schroedinger equation
def transmission_numeric(e, B):
    U = (B / pi)**2
    q = np.sqrt(U * e)
    L = 18.0

    def rhs(x, s):
        return [s[1], (U / np.cosh(x)**2 - U * e) * s[0]]

    start = np.array([np.exp(1j * q * L), 1j * q * np.exp(1j * q * L)])
    sol = solve_ivp(rhs, (L, -L), start, method="DOP853",
                    rtol=1e-10, atol=1e-12)
    psi, dpsi = sol.y[:, -1]
    incident = 0.5 * (psi + dpsi / (1j * q))
    return 1 / abs(incident)**2


scatter = []
for e in (0.25, 0.8, 1.0, 1.2):
    p_num = transmission_numeric(e, B0)
    p_formula = np.exp(log_transmission(np.sqrt(e), B0))
    assert abs(p_num / p_formula - 1) < 1e-5
    scatter.append((e, p_num, p_formula))


# ---- periodic orbit in the inverted barrier (m = V0 = a = 1)
def orbit_rhs(t, s):
    x, p, _ = s
    sech2 = 1 / np.cosh(x)**2
    return [p, -2 * sech2 * np.tanh(x), 0.5 * p**2 + sech2]


for theta in (0.5, 0.95):
    x_turn = np.arccosh(1 / theta)
    period = 2 * pi / (np.sqrt(2) * theta)
    sol = solve_ivp(orbit_rhs, (0, period), [x_turn, 0, 0],
                    t_eval=[period / 2, period], method="DOP853",
                    rtol=1e-11, atol=1e-12)
    assert abs(sol.y[0, 0] + x_turn) < 1e-6
    assert abs(sol.y[0, 1] - x_turn) < 1e-6
    action = pi * np.sqrt(2) * (2 - theta)
    assert abs(sol.y[2, 1] / action - 1) < 1e-8


# ---- instanton factor from quadrature of W and a numerical saddle
def reduced_action(e, B):
    """W(E)/hbar for the complete closed orbit, by quadrature."""
    x_turn = np.arccosh(1 / np.sqrt(e))

    def f(phi):
        x = x_turn * np.sin(phi)
        gap = max(1 / np.cosh(x)**2 - e, 0.0)
        return np.sqrt(gap) * x_turn * np.cos(phi)

    val = quad(f, 0, pi / 2, epsabs=1e-13, epsrel=1e-12)[0]
    return 4 * B / pi * val


for e in (0.1, 0.5, 0.9):
    assert abs(reduced_action(e, B0)
               / (2 * B0 * (1 - np.sqrt(e))) - 1) < 1e-8

for theta in (0.5, 0.7):
    v = B0 / theta
    opt = minimize_scalar(lambda e: reduced_action(e, B0) + v * e,
                          bounds=(0.05, 0.95), method="bounded",
                          options={"xatol": 1e-9})
    assert abs(opt.x - theta**2) < 1e-5
    h = 2e-3
    curvature = (reduced_action(opt.x + h, B0)
                 - 2 * reduced_action(opt.x, B0)
                 + reduced_action(opt.x - h, B0)) / h**2
    saddle = v * np.sqrt(2 * pi / curvature) * np.exp(v - opt.fun)
    assert abs(saddle / kappa_instanton(theta, B0) - 1) < 3e-4


# ---- classical rate from the Maxwell distribution of velocities
def rate_classical(T):
    return np.sqrt(kB * T / (2 * pi * mass)) * np.exp(-V0 / (kB * T))


v300 = V0 / (kB * 300)
speed = np.sqrt(kB * 300 / mass)
u_min = np.sqrt(2 * v300)
flux = quad(lambda u: u * np.exp(-(u**2 - u_min**2) / 2)
            / np.sqrt(2 * pi), u_min, u_min + 12)[0]
flux *= speed * np.exp(-v300)
assert abs(flux / rate_classical(300) - 1) < 1e-8

# ---- complete hbar^2 term: v^2 (Wigner) plus v (anharmonic)
B_large = 100.0
hbar2 = []
for v in (2.0, 10.0):
    measured = (kappa_exact(B_large / v, B_large) - 1) * B_large**2
    full = pi**2 / 6 * (v**2 + v)
    bare = pi**2 / 6 * v**2
    # next order is relative (v/B)^2, about one per cent at v = 10
    assert abs(measured / full - 1) < 0.03
    assert abs(measured / bare - 1) > 0.05
    hbar2.append((v, measured, full, bare))

# ---- far below crossover, including very low temperature
for theta in (0.05, 0.2, 0.45):
    ratio = kappa_exact(theta, B0) / kappa_instanton(theta, B0)
    assert abs(ratio / deep_factor(theta, B0) - 1) < 1e-4

# ---- uniform formula: relative error must fall as 1/B
for B in (200.0, 800.0):
    for theta in (0.8, 1.0, 1.25, 2.0):
        ratio = kappa_uniform(theta, B) / kappa_exact(theta, B)
        assert abs(ratio - 1) < 4 / B

# ---- worked example
print(f"mass = {mass:.5e} kg")
print(f"V0 = {V0_eV:.2f} eV, a = {a * 1e10:.2f} angstrom")
print(f"omega_b = {omega_b:.4e} 1/s")
print(f"hbar*omega_b = {hbar * omega_b / const.e * 1e3:.2f} meV")
print(f"Tc = {Tc:.2f} K")
print(f"B = {B0:.4f}, D = {shifted_d(B0):.4f} (dimensionless)")
print(f"exp(2(B-D)) = {np.exp(2 * (B0 - shifted_d(B0))):.4f}")
print("Transmission: E/V0, P numerical, P formula")
for e, p_num, p_formula in scatter:
    print(f"{e:5.2f} {p_num:.5e} {p_formula:.5e}")

temperatures = [500.0, 300.0, 250.0, Tc, 200.0, 150.0, 100.0, 50.0]


def show(value):
    return "      ---" if value is None else f"{value:9.3e}"


print("kappa: T/K, T/Tc, exact, Wigner, parabolic, instanton, uniform")
rows = []
for T in temperatures:
    th = T / Tc
    below = th < 1 + 1e-9
    ex, wi = kappa_exact(th, B0), kappa_wigner(th)
    par = kappa_parabolic(th) if th > 1 + 1e-9 else None
    ins = kappa_instanton(th, B0) if below else None
    uni = kappa_uniform(th, B0) if th > 0.6 else None
    rows.append((T, th, ex, wi, ins))
    print(f"{T:6.1f} {th:6.4f}", show(ex), show(wi), show(par),
          show(ins), show(uni))

print("rates in m/s: T/K, classical, exact, Wigner, instanton")
for T, th, ex, wi, ins in rows:
    kc = rate_classical(T)
    print(f"{T:6.1f}", show(kc), show(kc * ex), show(kc * wi),
          show(None if ins is None else kc * ins))

print("T/K, V0/kBT, Wigner/exact, instanton/exact")
for T, th, ex, wi, ins in rows:
    print(f"{T:6.1f} {B0 / th:7.3f}", show(wi / ex),
          show(None if ins is None else ins / ex))

print("orbit: T/K, E/meV, S/hbar, exact/instanton, deep prediction")
for T, th, ex, wi, ins in rows:
    if ins is not None:
        print(f"{T:6.1f} {1e3 * V0_eV * th**2:7.2f}"
              f" {B0 * (2 - th):7.3f} {ex / ins:.5f}"
              f" {deep_factor(th, B0):.5f}")

# The two corrections to sqrt(pi*B) have opposite signs, so the
# instanton/exact ratio rises before it falls towards 2.
print("at Tc: B, exact kappa, two terms, three terms, instanton/exact")
ratios = []
for B in (B0, 100.0, 400.0, 1600.0):
    ex = kappa_exact(1.0, B)
    two_terms = np.sqrt(pi * B) - 1
    three_terms = two_terms + pi**2 / 4 * np.sqrt(pi / B)
    assert abs(ex - three_terms) < 5 / B
    ratios.append(kappa_instanton(1.0, B) / ex)
    print(f"{B:8.2f} {ex:8.4f} {two_terms:8.4f} {three_terms:8.4f}"
          f" {ratios[-1]:.4f}")
assert ratios[1] > ratios[0]
assert ratios[1] > ratios[2] > ratios[3] > 2
assert abs(ratios[3] - 2) < 0.05

print("B=100: V0/kBT, (kappa-1)B^2, full hbar^2 term, Wigner term")
for v, measured, full, bare in hbar2:
    print(f"{v:5.1f} {measured:9.4f} {full:9.4f} {bare:9.4f}")
print("PASS")
```

It prints:

```
mass = 1.67353e-27 kg
V0 = 0.40 eV, a = 0.50 angstrom
omega_b = 1.7503e+14 1/s
hbar*omega_b = 115.21 meV
Tc = 212.78 K
B = 21.8153, D = 21.7587 (dimensionless)
exp(2(B-D)) = 1.1199
Transmission: E/V0, P numerical, P formula
 0.25 3.75771e-10 3.75771e-10
 0.80 1.10638e-02 1.10638e-02
 1.00 5.28283e-01 5.28283e-01
 1.20 9.86314e-01 9.86314e-01
kappa: T/K, T/Tc, exact, Wigner, parabolic, instanton, uniform
 500.0 2.3499 1.391e+00 1.298e+00 1.374e+00       --- 1.327e+00
 300.0 1.4099 2.559e+00 1.827e+00 2.815e+00       --- 2.365e+00
 250.0 1.1749 4.112e+00 2.192e+00 5.930e+00       --- 3.750e+00
 212.8 1.0000 8.068e+00 2.645e+00       --- 1.656e+01 7.279e+00
 200.0 0.9399 1.155e+01 2.862e+00       --- 1.745e+01 1.039e+01
 150.0 0.7050 2.254e+02 4.310e+00       --- 2.056e+02 2.013e+02
 100.0 0.4700 5.854e+06 8.447e+00       --- 5.227e+06       ---
  50.0 0.2350 3.541e+24 3.079e+01       --- 3.166e+24       ---
rates in m/s: T/K, classical, exact, Wigner, instanton
 500.0 7.530e-02 1.048e-01 9.773e-02       ---
 300.0 1.197e-04 3.062e-04 2.187e-04       ---
 250.0 4.948e-06 2.035e-05 1.084e-05       ---
 212.8 1.774e-07 1.431e-06 4.691e-07 2.936e-06
 200.0 4.267e-08 4.929e-07 1.221e-07 7.447e-07
 150.0 1.614e-11 3.638e-09 6.954e-11 3.317e-09
 100.0 2.512e-18 1.471e-11 2.122e-17 1.313e-11
  50.0 1.231e-38 4.360e-14 3.791e-37 3.899e-14
T/K, V0/kBT, Wigner/exact, instanton/exact
 500.0   9.284 9.328e-01       ---
 300.0  15.473 7.142e-01       ---
 250.0  18.567 5.329e-01       ---
 212.8  21.815 3.278e-01 2.052e+00
 200.0  23.209 2.477e-01 1.511e+00
 150.0  30.945 1.912e-02 9.118e-01
 100.0  46.418 1.443e-06 8.929e-01
  50.0  92.836 8.695e-24 8.941e-01
orbit: T/K, E/meV, S/hbar, exact/instanton, deep prediction
 212.8  400.00  21.815 0.48730 1.11991
 200.0  353.40  23.125 0.66189 1.11991
 150.0  198.79  28.252 1.09674 1.11991
 100.0   88.35  33.378 1.11990 1.11991
  50.0   22.09  38.504 1.11838 1.11838
at Tc: B, exact kappa, two terms, three terms, instanton/exact
   21.82   8.0684   7.2786   8.2149 2.0521
  100.00  17.1256  16.7245  17.1619 2.0700
  400.00  34.6581  34.4491  34.6677 2.0456
 1600.00  70.0050  69.8982  70.0075 2.0255
B=100: V0/kBT, (kappa-1)B^2, full hbar^2 term, Wigner term
  2.0    9.8707    9.8696    6.5797
 10.0  182.6683  180.9427  164.4934
PASS
```
